Reference shieldings and method error in computed carbon chemical shifts

**Q.** When I compute carbon chemical shifts I never worry much about the quality of the shieldings. I compute the reference compound with the same method and subtract. Whatever the method gets wrong appears in both numbers and cancels. What could be left?

**A.** Write it down and see what the subtraction needs. Let σ_i be the isotropic carbon shielding of molecule i at a level we agree to trust, the target level, and let s_i be the value from your cheaper method:

s_i = σ_i + e_i

The chemical shift is (σ_ref − σ_i)/(1 − σ_ref). For methane, with a shielding near 201 ppm, the denominator changes shifts by a factor 1.0002, or 0.03 ppm in a shift of 165 ppm. I drop it and use

δ_i = σ_ref − σ_i.

Your computed shift is s_ref − s_i, so its error is

(s_ref − s_i) − (σ_ref − σ_i) = e_ref − e_i.

The subtraction removes the part of the error that the two molecules share. Your argument assumes that e is the same number in both.

**Q.** It is the same method, the same basis set and the same nucleus. Why should e differ?

**A.** Because a method can have the same fault everywhere and still make a different error in each molecule. A ruler with a displaced zero gives a constant error, which a difference removes. A ruler with stretched divisions gives an error proportional to length, which a difference keeps. To see which kind we have, we need to know what the shielding is made of.

**Q.** Then start from the definition.

**A.** Take a closed-shell molecule with the carbon nucleus at the origin. I use Hartree atomic units for the operators; shieldings are dimensionless and quoted in ppm. A uniform field B and a nuclear moment m give the vector potential

A = ½ B×r + α² m×r/r³,

where α is the fine-structure constant. The kinetic energy of an electron is ½(p + A)². Since A has zero divergence, p and A commute in the cross term, which is A·p. With L = r×p this gives two linear terms,

½ B·L and α² m·L/r³.

The square ½A² contains one term linear in both B and m:

(α²/2) [(B·m) r² − (B·r)(m·r)]/r³.

The moment feels the field (1 − σ)B, so its energy is −m·(1 − σ)B. The bare term −m·B is not electronic, and therefore

σ = ∂²E/∂B∂m,

with E the electronic energy. The bilinear operator contributes through its expectation value. The trace of (r² − r r)/r³ is (3 − 1)/r = 2/r, and the isotropic value is one third of the trace. Hence the diamagnetic part is

σd = (α²/2)(2/3)⟨Σ 1/r⟩ = (α²/3)⟨Σ 1/r⟩,

summed over electrons. It needs only the electron density.

**Q.** And the two linear terms act together in second order?

**A.** Yes, and they give the paramagnetic part. Let i, j label occupied and a, b virtual real orbitals. Since L = −i r×∇, where this i is the imaginary unit, the perturbation is imaginary: h_ai = −i x_ai with x real. For field and moment along axis k,

x = ½ B l_k + α² m l3_k,

where l_k and l3_k hold the matrix elements of (r×∇)_k and (r×∇)_k/r³. Each occupied orbital acquires virtual components U_ai, also imaginary: U_ai = −i u_ai.

The density matrix for one spin changes by D_ai = U_ai and D_ia = U*_ai = −U_ai. This change is antisymmetric, so with real orbitals the charge density does not change in first order. The Coulomb potential therefore does not respond, nor does a functional of the density and its gradient. Hartree–Fock exchange does. Its first-order change is

−Σ_bj [(ab|ji) D_bj + (aj|bi) D_jb] = Σ_bj [−(ab|ij) + (aj|bi)] U_bj.

The first-order equation is then M U = −h, or M u = −x, with

M_ai,bj = (ε_a − ε_i) δ_ab δ_ij − (ab|ij) + (aj|bi)

for Hartree–Fock, and only the first term for a functional such as PBE, used without current dependence.

For the energy, multiply the perturbation by a strength λ. Because the energy is stationary in the orbitals, dE/dλ is the expectation value of h. Two spins and two conjugate terms give 2λ(U*h + Uh*) = 4λ x·u. Integrating from 0 to 1,

E₂ = 2 x·u = −2 x·M⁻¹x.

M is symmetric, so the two cross terms in Bm are equal, and together they are −2·2·½·α² B m l_k·M⁻¹l3_k. Thus

σp_kk = −2α² l_k·M⁻¹l3_k,

and σp is the mean over the three axes.

**Q.** So one part depends on the density, and the other on how easily the orbitals mix. I can guess which is harder to compute.

**A.** Let us not guess. I took CH4, CH3F, C2H2, C2H4, HCN, H2CO and CO at fixed idealized geometries in the 6-311G** basis. The cheaper methods are Hartree–Fock and PBE. The target is all-electron MP2, which is a computed stand-in and not experiment. The comparison leaves out higher correlation, basis-set completeness, London orbitals, vibration, solvent and relativity.

**Q.** Your formula for σp was for mean-field orbitals. How do you get it for MP2?

**A.** From the definition, by differentiating the MP2 energy with both perturbations present. Put B = b(1,1,1) and m = μ(1,1,1). The mixed derivative with respect to b and μ is then the sum of all nine tensor elements. In the symmetry axes of these molecules the off-diagonal elements vanish, so one third of the sum is the isotropic value. Reversing both b and μ conjugates the Hamiltonian and leaves the energy unchanged, so the energy has only terms of even total degree, and

[E(b,μ) − E(b,−μ)]/(2bμ)

is the mixed derivative with an error of second order in the step. Halving the step changed the CO value by 0.04 ppm. Hartree–Fock energies treated in this way agree with the response formula to 0.04 ppm in every molecule. The part σd follows from the response of the energy to an added term in 1/r.

**Q.** And where is the error?

**A.** Compare the two ends of the series, in ppm:

CH4, MP2: σd = 296.7, σp = −95.7
CH4, PBE: σd = 297.1, σp = −104.3
CO, MP2: σd = 327.2, σp = −291.0
CO, PBE: σd = 327.6, σp = −319.2

The diamagnetic parts differ by 0.4 ppm in both molecules. The paramagnetic parts differ by 8.6 ppm in methane and 28.2 ppm in CO. Over all seven molecules no diamagnetic part differs from MP2 by more than 0.9 ppm, for either method. A test confirmed, for each method, that the diamagnetic errors spread over less than a fifth of the range of the paramagnetic ones.

Now take ratios. The PBE value of σp is larger in magnitude than the MP2 value by 104.3/95.7 = 1.09 in methane and 319.2/291.0 = 1.10 in CO. Over the series the ratio, rounded to two decimals, runs from 1.08 to 1.12. That is the stretched ruler. The digits are not converged in the basis: in def2-TZVP, with the same geometries and origin, σp of CO is −296.9 ppm for MP2 and −320.3 ppm for PBE, and the ratio runs from 1.07 to 1.10.

**Q.** But if methane is also wrong by nine per cent, the nine per cent should cancel.

**A.** Percentages do not subtract; ppm do. Nine per cent of 96 is much less than nine per cent of 291. Write the error as

e_i = c + ε σp_i + r_i,

where c and ε come from a least-squares fit of e to σp, and r_i is the scatter about that line. Then

e_ref − e_i = (c − c) + ε(σp_ref − σp_i) + (r_ref − r_i).

The constant has gone. The proportional part has not, unless the two molecules have the same σp.

For PBE the fit gives ε = 0.122. With methane as reference, the proportional part of the CO error is

0.122 × (−95.7 + 291.0) = 23.8 ppm.

The actual error of the CO shift is 19.7 ppm, and the scatter supplies the other −4.1 ppm. The positive sign means that PBE puts CO too far from methane. The sign survives a change of basis, the size does not: in def2-TZVP ε is 0.084 and the CO error is 14.0 ppm.

**Q.** You fitted a line to seven points and then found the line in them. Can you show that a proportional error really does this, with nothing fitted?

**A.** Yes, with a controlled case. In the PBE response M is diagonal and holds the orbital gaps. Keep the orbitals and divide every gap by 1 + ε, with ε = 0.10. Then M⁻¹, and with it σp, is multiplied by 1.10, while the density and σd stay as they were. Treat unmodified PBE as the target and the modified version as the faulty method. The predicted error in the CO shift is

0.10 × (−104.3 + 319.2) = 21.5 ppm,

and the computed one is 21.5 ppm. Both calculations use the same rule for the reference, and the subtraction does not help.

**Q.** Does that mean PBE's own error comes from gaps that are too small?

**A.** It shows that gaps too small by a common factor would produce an error of this form. It does not show that this is the cause in PBE. The comparison tells us that the PBE σp is larger in magnitude than the MP2 one, not why.

**Q.** Suppose I have a table of computed shieldings and trusted shifts, with no separation into σd and σp. How would I notice the problem?

**A.** Plot the computed shielding s against the target shift δ and fit a line, s = a + bδ. If the only error were a constant, then s = σ + c = σ_ref + c − δ, and the slope would be −1. In general the least-squares slope is

b = cov(s, δ)/var(δ).

Since δ = σ_ref − σ, and σ_ref is a fixed number, cov(s, δ) = −cov(s, σ) and var(δ) = var(σ). Insert s = σ + e:

b = −[var(σ) + cov(e, σ)]/var(σ) = −[1 + cov(e, σ)/var(σ)].

Now insert the model for e. The constant has no covariance with anything, so

b = −(1 + εβ + ρ),
β = cov(σp, σ)/var(σ), ρ = cov(r, σ)/var(σ).

Here β is the slope of σp against the total shielding, and ρ is the same for the scatter.

**Q.** Why is β not simply one?

**A.** It would be if σd were the same in all the molecules. Then σ would differ from σp by a constant. The scatter of a least-squares fit has no covariance with the fitted variable σp, so ρ would vanish as well, and the slope would be −(1 + ε). In general σp = σ − σd, and

β = 1 − cov(σd, σ)/var(σ).

In this set β = 1.144, so σd falls by 0.144 ppm per ppm of total shielding. Methane, the most shielded molecule, has the smallest σd, 296.7 ppm, while the others lie between 322 and 347 ppm. The paramagnetic part has to vary more than the total does.

The opposite limit is also instructive. If σp varied over the set but had no covariance with the total shielding, β would be zero. A proportional error would then leave the slope alone, apart from ρ, and would still spoil individual shifts wherever σp varied. A slope of −1 is not a certificate of accuracy.

**Q.** What slopes do you find?

**A.** For PBE,

b = −(1 + 0.122 × 1.144 + 0.002) = −1.142,

and for Hartree–Fock,

b = −(1 + 0.147 × 1.144 + 0.025) = −1.193,

against −1.194 from the direct regression; the last digit is rounding of the inputs. The controlled case with reduced gaps has β = 1.129, because its target is PBE, and its predicted slope −(1 + 0.10 × 1.129) = −1.1129 agrees with the regression.

The standard errors of the two slopes are 0.022 for PBE and 0.058 for Hartree–Fock. They do not include the basis-set error: in def2-TZVP the slopes are −1.10 for PBE and −1.14 for Hartree–Fock, still steeper than −1 but by less. With seven hand-picked molecules I read these as a measure of scatter, not as a statement about all carbon compounds.

**Q.** Perhaps methane is a poor reference. Would another compound bring the slope back to −1?

**A.** No. Choose a reference whose target shielding is larger by Δ. Every shift becomes δ' = δ + Δ, and the line becomes

s = a + bδ = (a − bΔ) + bδ'.

The intercept changes and the slope does not. A reference fixes one number, and a line has two.

**Q.** It could still make the errors small enough to ignore.

**A.** There is a limit to that. Any reference, real or invented, amounts to subtracting some constant k from the errors e_i. For the largest and smallest of them,

(e_max − k) + (k − e_min) = e_max − e_min.

Two numbers with a given sum cannot both be less than half of it. So the largest remaining error is at least half the range of e, and k at the midpoint attains that value. For PBE the range runs from −8.1 ppm in CH4 to −35.8 ppm in H2CO, and half of it is 13.8 ppm. For Hartree–Fock it runs from +0.4 ppm in CH3F to −42.2 ppm in CO, and half is 21.3 ppm. No single reference can do better for these seven molecules in this basis; in def2-TZVP the two limits are 9.9 and 20.6 ppm.

**Q.** Then I will use different references, each resembling the molecule in question.

**A.** That can work, and the formula says when you can rely on it: when σp_ref is close to σp_i and the scatter is similar too. Take HCN with CH3F as its reference. Their MP2 values of σp are −218.6 and −199.4 ppm. For PBE the proportional part of the error is

0.122 × (−199.4 + 218.6) = 2.3 ppm,

and the actual error is 9.3 − 8.9 = 0.4 ppm, the difference of the two errors relative to methane. Here the cancellation works, though partly by luck: a scatter difference of −1.9 ppm offsets most of the 2.3 ppm. For H2CO with CO as its reference, σp is matched more closely, −301.0 against −291.0 ppm, and the proportional part is only 0.122 × 10.0 = 1.2 ppm. The actual PBE error is nevertheless 27.7 − 19.7 = 8.0 ppm, because the scatter of these two molecules differs.

For Hartree–Fock the HCN and CH3F pair has a proportional part of 0.147 × 19.2 = 2.8 ppm, but the actual error is 16.4 − (−4.7) = 21.1 ppm. Matching σp has made the proportional part small and left the scatter, which supplies the other 18.3 ppm. In def2-TZVP the three actual errors, 0.4, 8.0 and 21.1 ppm, become −0.2, 5.8 and 19.6 ppm, so the pattern holds while the digits move.

**Q.** So for Hartree–Fock the error is not really proportional to σp.

**A.** Only loosely. The ratio of its σp to the MP2 value runs from just below 1.00 in CH3F to 1.14 in CO, a much wider band than for PBE. The slope also depends on which molecules are included: without CO it is −1.131 instead of −1.194. For PBE the change is smaller and in the other direction, from −1.142 to −1.159. A slope different from −1 tells you that the error is correlated with the shielding. It does not prove that the error is a fixed fraction of σp.

Even for PBE the fit has a constant, c = 6.0 ppm, where strict proportionality would have none. That number is an extrapolation to σp = 0, far outside the data, which end at −95.7 ppm, so I would not give it a physical meaning.

**Q.** Doesn't the whole separation depend on where one puts the gauge origin?

**A.** It does. I put the origin at the carbon nucleus, and ε, β and ρ belong to that choice. Their combination does not depend on the separation, because

εβ + ρ = cov(e, σ)/var(σ)

contains only total shieldings. In a finite basis without London orbitals the totals themselves still depend on the origin. Moving it to a neighbouring heavy atom can change a total by more than 10 ppm, so these shieldings serve to compare methods at one fixed origin and in one basis, not to predict measured values. Going to def2-TZVP moves the totals by up to 16 ppm (H2CO at MP2), and not equally for the three methods.

**Q.** If a line has two parameters, I can use both. Why not correct with the fitted line?

**A.** That is the natural remedy. Solve s = a + bδ for the shift:

δ = (s − a)/b.

For PBE the intercept is a = 193.4 ppm. CO has s = 8.4 ppm, which gives

δ = (8.4 − 193.4)/(−1.142) = 162.0 ppm.

The target is 164.8 ppm, so the error is −2.8 ppm instead of 19.7 ppm.

**Q.** That looks like a cure.

**A.** It cures the linear part. For Hartree–Fock, with a = 202.3 ppm, CH3F becomes

δ = (148.2 − 202.3)/(−1.194) = 45.3 ppm

against a target of 53.2 ppm. The error is −7.9 ppm, and with methane as the reference it was −4.7 ppm. Scaling has made this molecule worse, because its Hartree–Fock error does not follow the trend.

Nor can a line change an order. In this basis and with this gauge origin, MP2 places CO slightly beyond H2CO, at 164.8 and 162.4 ppm. PBE has them the other way round, and they remain so after scaling. This illustrates the algebra and is not a fault of PBE: in def2-TZVP, MP2 itself puts H2CO about 8 ppm beyond CO, the same order as PBE.

**Q.** You also fitted the line to the molecules you then corrected.

**A.** So leave each molecule out in turn, fit to the other six, and predict the one left out. The root-mean-square errors relative to MP2 are then

PBE: 9.8 ppm with the best constant, 3.6 ppm with the line
Hartree–Fock: 15.1 ppm with the best constant, 9.4 ppm with the line

The line lowers the root-mean-square error of both methods on molecules it has not seen. It helps PBE more, where the error is nearer to proportional. In def2-TZVP the figures are 7.1 and 2.5 ppm for PBE and 13.9 and 11.6 ppm for Hartree–Fock, so the gain for Hartree–Fock is smaller there. It need not help every molecule: for Hartree–Fock, C2H4 and H2CO are predicted less well by the line than by the constant. When all seven molecules are used in the fit, the line gives 2.4 and 6.0 ppm; those smaller figures describe the fit, not its predictions.

**Q.** Then what may I still say about my subtraction?

**A.** That it removes an error common to the molecule and the reference. Before relying on it, compare several molecules that span the shielding range of interest with trusted shifts, and look at both the slope and the scatter. If the trusted shifts are measured ones, e will also contain vibration, solvent and everything else the calculation omits, and a slope by itself will not tell you which of them is responsible. The remaining values for each molecule are in the numerical output.

Computed results

```
Basis 6-311g** ; field step per axis 0.002 Hartree a.u.
CH4: tetrahedral, C-H 1.09, C-H 1.09 angstrom
CH3F: tetrahedral, C-H 1.09, C-F 1.39 angstrom
C2H2: linear, C-H 1.06, C-C 1.20 angstrom
C2H4: trigonal, C-H 1.08, C-C 1.34 angstrom
HCN: linear, C-H 1.07, C-N 1.15 angstrom
H2CO: trigonal, C-H 1.10, C-O 1.21 angstrom
CO: linear, C-H none, C-O 1.13 angstrom
MP2 CH4: sigma_d 296.7, sigma_p -95.7, sigma 201.0 ppm
MP2 CH3F: sigma_d 347.2, sigma_p -199.4, sigma 147.8 ppm
MP2 C2H2: sigma_d 322.2, sigma_p -181.4, sigma 140.8 ppm
MP2 C2H4: sigma_d 330.5, sigma_p -244.5, sigma 86.0 ppm
MP2 HCN: sigma_d 327.4, sigma_p -218.6, sigma 108.9 ppm
MP2 H2CO: sigma_d 339.5, sigma_p -301.0, sigma 38.6 ppm
MP2 CO: sigma_d 327.2, sigma_p -291.0, sigma 36.2 ppm
HF CH4: sigma_d 296.3, sigma_p -99.6, sigma 196.7 ppm
HF CH3F: sigma_d 346.7, sigma_p -198.5, sigma 148.2 ppm
HF C2H2: sigma_d 321.6, sigma_p -192.3, sigma 129.2 ppm
HF C2H4: sigma_d 330.0, sigma_p -259.6, sigma 70.4 ppm
HF HCN: sigma_d 326.7, sigma_p -238.5, sigma 88.2 ppm
HF H2CO: sigma_d 338.9, sigma_p -322.9, sigma 16.0 ppm
HF CO: sigma_d 326.4, sigma_p -332.5, sigma -6.0 ppm
PBE CH4: sigma_d 297.1, sigma_p -104.3, sigma 192.9 ppm
PBE CH3F: sigma_d 347.8, sigma_p -217.0, sigma 130.8 ppm
PBE C2H2: sigma_d 322.4, sigma_p -197.7, sigma 124.8 ppm
PBE C2H4: sigma_d 330.9, sigma_p -267.8, sigma 63.1 ppm
PBE HCN: sigma_d 327.7, sigma_p -236.2, sigma 91.5 ppm
PBE H2CO: sigma_d 340.0, sigma_p -337.3, sigma 2.8 ppm
PBE CO: sigma_d 327.6, sigma_p -319.2, sigma 8.4 ppm
CH4: MP2 shift from CH4 0.0, error HF 0.0, PBE 0.0 ppm
CH3F: MP2 shift from CH4 53.2, error HF -4.7, PBE 8.9 ppm
C2H2: MP2 shift from CH4 60.2, error HF 7.2, PBE 7.9 ppm
C2H4: MP2 shift from CH4 115.0, error HF 11.3, PBE 14.8 ppm
HCN: MP2 shift from CH4 92.1, error HF 16.4, PBE 9.3 ppm
H2CO: MP2 shift from CH4 162.4, error HF 18.2, PBE 27.7 ppm
CO: MP2 shift from CH4 164.8, error HF 37.9, PBE 19.7 ppm
eps: HF 0.147, PBE 0.122
constant c (ppm): HF 15.520, PBE 6.001
beta: HF 1.144, PBE 1.144
rho: HF 0.025, PBE 0.002
regression slope: HF -1.194, PBE -1.142
slope standard error: HF 0.058, PBE 0.022
regression intercept (ppm): HF 202.256, PBE 193.372
slope without CO: HF -1.131, PBE -1.159
RMS error, CH4 reference, 6 others (ppm): HF 19.330, PBE 16.355
RMS error, best constant (ppm): HF 12.961, PBE 8.358
RMS error, linear scaling (ppm): HF 6.013, PBE 2.379
least possible largest error (ppm): HF 21.314, PBE 13.847
left-out RMS, constant (ppm): HF 15.121, PBE 9.751
left-out RMS, linear scaling (ppm): HF 9.388, PBE 3.582
Gap test: eps 0.10, beta 1.129, slope -1.1129, predicted -1.1129
Gap test: CO shift error 21.50 ppm
Largest HF field-response difference: sigma_d 0.0000, sigma_p 0.0402 ppm
CO MP2 change on halving step: 0.0445 ppm
CO PBE change on finer grid: 0.0017 ppm
Shift denominator factor: 1.000201
```
